# Local Doping from the Bias Derivative of Inverse-Squared Depletion Capacitance

A calculation of the field, the tunnelling current or the breakdown voltage of a metal-semiconductor contact needs a doping density as input. If the density comes from capacitance measured against bias, one must decide whether to fit a single line to the plot of inverse-squared capacitance or to take its slope bias by bias and assign each slope to a depth. When doping varies with depth, the local slope is the one to use. The derivation below shows why, which parts of the argument survive a realistic depletion edge, and how sharp a feature the method can resolve.

## Conventions and the sharp-edge model

Let the metal occupy $x<0$ and an n-type semiconductor $x>0$. The donor density is $N(x)$, the electron density $n(x)$, the permittivity $\varepsilon$ and the elementary charge $q>0$. The bias $V$ is counted positive in reverse. The capacitance $C$ is taken per unit area, for a signal small enough to give a derivative. All quantities depend on $x$ alone.

With electrostatic potential $\psi$, Poisson's equation is

$$\psi''(x)=-\frac{q}{\varepsilon}\,s(x),\qquad s=N-n. \tag{1}$$

The depletion approximation sets $s=N$ for $x<w$ and $s=0$ for $x>w$. It assumes fully ionized donors in the depleted layer and no other charge there. Since $\psi'(w)=0$, integration of (1) from $x$ to $w$ gives

$$\psi'(x)=\frac{q}{\varepsilon}\int_x^w N(x')\,dx'. \tag{2}$$

A second integration gives the potential drop, which is the bias plus a built-in part $V_i$:

$$V+V_i=\frac{q}{\varepsilon}\int_0^w dx\int_x^w N(x')\,dx'
=\frac{q}{\varepsilon}\int_0^w x'N(x')\,dx'. \tag{3}$$

The last form follows from exchanging the order of integration: for fixed $x'$, the variable $x$ runs from $0$ to $x'$ and contributes a factor $x'$. In this model $V_i$ is a constant. The uncovered donor charge per area is

$$Q=q\int_0^w N(x)\,dx. \tag{4}$$

The metal carries the opposite charge.

## The local formula

Let the bias rise by $dV$, so that the edge moves by $dw$. The integrands in (3) and (4) do not depend on $w$, so only the upper limits contribute:

$$dQ=qN(w)\,dw,\qquad dV=\frac{q}{\varepsilon}\,wN(w)\,dw. \tag{5}$$

Their ratio is the capacitance,

$$C=\frac{dQ}{dV}=\frac{\varepsilon}{w}. \tag{6}$$

The doping has cancelled. Within this model the contact responds as a parallel-plate capacitor of thickness $w$ for any profile, because the added charge appears at the edge. Capacitance therefore gives the depth. To find the density there, square the inverse of (6) and differentiate:

$$\frac{d}{dV}\frac{1}{C^2}=\frac{2w}{\varepsilon^2}\frac{dw}{dV}
=\frac{2w}{\varepsilon^2}\,\frac{\varepsilon}{qwN(w)}
=\frac{2}{q\varepsilon N(w)}. \tag{7}$$

The second equality uses (5). Solving for the density,

$$N(w)=\frac{2}{q\varepsilon}\left[\frac{d(C^{-2})}{dV}\right]^{-1},
\qquad w=\frac{\varepsilon}{C}. \tag{8}$$

If $V$ denotes instead the voltage of the metal relative to the semiconductor, reverse bias is negative and (8) acquires a minus sign. For p-type material all charges change sign, and with reverse bias again counted positive (8) gives the acceptor density.

For a device of area $A$ the measured capacitance is $C_A=AC$, so $C^{-2}=A^2C_A^{-2}$ and

$$w=\frac{\varepsilon A}{C_A},\qquad
N(w)=\frac{2}{q\varepsilon A^2}\left[\frac{d(C_A^{-2})}{dV}\right]^{-1}. \tag{9}$$

An area taken 1% too large makes the depth 1% too large and the density about 2% too small.

For constant $N$, (3) gives $V+V_i=qNw^2/(2\varepsilon)$, and the density could be found without a derivative as $2C^2(V+V_i)/(q\varepsilon)$. If that expression is applied to a varying profile, (3) and (6) show what it returns:

$$\frac{2C^2(V+V_i)}{q\varepsilon}=\frac{2}{w^2}\int_0^w xN(x)\,dx. \tag{10}$$

This is a mean over the depleted layer with weight proportional to depth. The derivative removes the contribution of the layers already depleted and leaves the density at the edge.

## What remains true without a sharp edge

Electrons do not end abruptly at $w$. Their density falls over a few Debye lengths, and (8) must be re-examined. Define the moments

$$M_0=\int_0^\infty s\,dx=\frac{Q}{q},\qquad M_1=\int_0^\infty x\,s\,dx. \tag{11}$$

Assume that the doping becomes constant deep in the semiconductor, where the field vanishes. The two integrations that led to (3) can be repeated with $s$ in place of $N$ and infinity in place of $w$:

$$V+V_{bi}=\frac{q}{\varepsilon}M_1. \tag{12}$$

Here $V_{bi}$ is the total drop between the deep interior and the contact at zero bias. It is constant if the barrier height is constant. Define $W=\varepsilon/C$ as the depth reported by the measurement. From (11) and (12),

$$W=\varepsilon\frac{dV}{dQ}=\frac{dM_1}{dM_0}
=\frac{\int x\,\delta s\,dx}{\int \delta s\,dx}, \tag{13}$$

where $\delta s$ is the change of net charge density caused by a small change of bias. The reported depth is the centroid of that change, whatever the shape of the edge.

The reported density, called $N_{cv}$, is defined by (8). With $C^{-2}=W^2/\varepsilon^2$,

$$N_{cv}=\frac{\varepsilon}{qW}\left[\frac{dW}{dV}\right]^{-1}
=\frac{\varepsilon}{qW}\,\frac{dV}{dQ}\,\frac{dQ}{dW}
=\frac1q\frac{dQ}{dW}, \tag{14}$$

because $dV/dQ=W/\varepsilon$. Equations (13) and (14) assume one dimension, constant permittivity, a vanishing far field, and charge that responds alike to the signal and to the slow bias. They do not assume a sharp edge. The approximation lies in identifying $dQ/dW$ with $qN(W)$.

## Uniform doping with a thermal tail

Take constant $N$ and nondegenerate electrons whose quasi-Fermi level is flat, so that $n=N\exp[(\psi-\psi_\infty)/v_T]$ with $v_T=kT/q$. Multiply (1) by $\psi'$. The left side becomes $\tfrac12 d(\psi'^2)/dx$, and integration from $0$ to infinity gives

$$\frac{\psi'(0)^2}{2}=\frac{qN}{\varepsilon}\left[(V+V_{bi})-v_T\right]. \tag{15}$$

The term $-v_T$ is minus the integral of $n/N$ over potential. A contribution proportional to the electron density at the contact has been dropped, since that density is negligible in a depleted contact. With $Q=\varepsilon\psi'(0)$,

$$Q^2=2q\varepsilon N(V+V_{bi}-v_T). \tag{16}$$

Differentiation gives $2Q\,dQ/dV=2q\varepsilon N$, hence $C=q\varepsilon N/Q$ and

$$\frac1{C^2}=\frac{Q^2}{(q\varepsilon N)^2}=\frac{2(V+V_{bi}-v_T)}{q\varepsilon N}. \tag{17}$$

The tail leaves the slope alone and moves the voltage intercept by $kT/q$. For $N=6\times10^{16}\ \mathrm{cm^{-3}}$ in the silicon model used below, numerical solution of the nonlinear Poisson equation puts the intercept at $V=-0.4653$ V. Its magnitude equals $V_{bi}-v_T$ to that precision, while $v_T$ itself is 0.0259 V.

The slope survives for a more general reason. In uniform material (1) contains $x$ only through $\psi$, so the edge moves rigidly when the bias changes. Let $e$ be the position at which a sharp edge would carry the same charge, $M_0=Ne$. The moment of the rigid tail about $e$ is a constant $R$, so $M_1=Ne^2/2+R$. Then $W=dM_1/dM_0=e$ and $N_{cv}=dM_0/dW=N$.

This argument also covers donors that are neutral in the undepleted material, provided their occupation follows the signal. The reading is then the donor density, not the free-electron density. For arsenic in the same model 3.2% of the donors are neutral at $6\times10^{16}\ \mathrm{cm^{-3}}$, and the computed reading is still $6.000\times10^{16}\ \mathrm{cm^{-3}}$.

For Boltzmann electrons the constant $R$ follows from (16). Insert $Q=qNe$ and use (12):

$$M_1=\frac{\varepsilon}{q}(V+V_{bi})=\frac{Ne^2}{2}+\lambda,
\qquad \lambda=\frac{\varepsilon kT}{q^2}. \tag{18}$$

The Debye length is $L_D=\sqrt{\lambda/N}$.

## First correction for varying doping

Let the doping change over a length $\ell$ much larger than $L_D$, and put $\eta=L_D/\ell$. Donors are again taken as fully ionized. Define $e$ by

$$M_0=\int_0^e N\,dx,\qquad M_1=\int_0^e xN\,dx+R(e). \tag{19}$$

Two contributions make up $R$ at leading order. The local tail gives $\lambda$, as in (18). Beyond the tail the material is nearly neutral, with $\psi=v_T\ln n+\text{constant}$. Equation (1) then gives

$$N-n=-\lambda(\ln n)''\simeq-\lambda(\ln N)''. \tag{20}$$

The moment of this charge about $e$ is found by one integration by parts:

$$-\lambda\int_e^\infty(x-e)(\ln N)''dx
=\lambda\int_e^\infty(\ln N)'dx=\lambda\ln\frac{N_\infty}{N(e)}. \tag{21}$$

The boundary term vanishes at $e$ because of the factor $x-e$, and at infinity because the doping is flat there. Thus

$$R(e)=\lambda\left[1+\ln\frac{N_\infty}{N(e)}+O(\eta)\right]. \tag{22}$$

The $O(\eta)$ term comes from the distortion of the tail by the doping gradient. Differentiate (19), using $dM_0=N(e)\,de$:

$$W=\frac{dM_1}{dM_0}=e+\frac{R'(e)}{N(e)}
\simeq e-\lambda\frac{N'}{N^2}. \tag{23}$$

The reading is $N_{cv}=dM_0/dW=N(e)\,de/dW$. Inverting (23) to first order in $\lambda$ gives $e=W+\lambda N'/N^2$, with the functions now taken at $W$. Therefore

$$N(e)=N+\lambda\frac{N'^2}{N^2},\qquad
\frac{de}{dW}=1+\lambda\left(\frac{N''}{N^2}-\frac{2N'^2}{N^3}\right). \tag{24}$$

Multiply and keep first order in $\lambda$:

$$N_{cv}(W)=N+\lambda\left(\frac{N''}{N}-\frac{N'^2}{N^2}\right)
=N+\lambda(\ln N)''. \tag{25}$$

The relative correction is of order $\eta^2$, and the neglected terms are of order $\eta^3$. Comparison with (20) shows that, to the order kept, the reading is the equilibrium electron density of the undepleted material. A peak is read too low. Its outer feet, where $\ln N$ is concave upward, are read too high. At a symmetric maximum the $\eta^3$ terms vanish: each contains three derivatives in all, hence at least one factor of odd order, which is zero there.

## A buried arsenic layer under a silicide

Consider a nickel silicide contact on arsenic-doped silicon at 300 K, with rough typical material parameters: barrier 0.65 eV, relative permittivity 11.7 and conduction-band density of states $2.8\times10^{19}\ \mathrm{cm^{-3}}$. The chosen doping is a background of $2\times10^{16}\ \mathrm{cm^{-3}}$ plus a Gaussian layer of height $4\times10^{16}\ \mathrm{cm^{-3}}$, centred at 350 nm with standard deviation $\sigma=60$ nm. The capacitances are synthetic data from the nonlinear Poisson equation with fully ionized donors, so the true profile is known. Allowing for neutral arsenic would raise the peak reading below by about $0.01\times10^{16}\ \mathrm{cm^{-3}}$ and the thin-layer maximum of the next section by about 3%.

At 2.7258 V and 2.9258 V the capacitances are 29.8762 and 29.3281 $\mathrm{nF/cm^2}$. With $\varepsilon=1.03594\times10^{-12}$ F/cm, the depths $\varepsilon/C$ are 346.7 and 353.2 nm, with mean 350 nm, or $6.61\times10^3$ bohr. The slope is

$$\frac{(1.162607-1.120342)\times10^{15}}{0.2}
=2.113\times10^{14}\ \mathrm{cm^4\,F^{-2}\,V^{-1}},$$

and (8) gives

$$N_{cv}=\frac{2}{(1.602\times10^{-19})(1.0359\times10^{-12})(2.113\times10^{14})}
=5.70\times10^{16}\ \mathrm{cm^{-3}},$$

or $5.70\times10^{22}\ \mathrm{m^{-3}}$. The true doping there is $6.00\times10^{16}\ \mathrm{cm^{-3}}$, so the reading is 5% low relative to it. The finite voltage step is not the cause: a step ten times smaller also gives $5.70\times10^{16}$.

Equation (25) accounts for the deficit. At the peak $N'=0$ and $N''/N=-(4/6)/\sigma^2$, so the relative correction is

$$-\frac23\left(\frac{L_D}{\sigma}\right)^2
=-\frac23\left(\frac{16.7}{60}\right)^2=-0.052. \tag{26}$$

The computed correction is 0.96 times this prediction. For a layer with $\sigma=300$ nm, the same peak density and its centre at 1500 nm, the factor is 1.00, as expected for an expansion in $L_D/\sigma$. The equilibrium electron density at the 60 nm layer's peak is $5.71\times10^{16}\ \mathrm{cm^{-3}}$, close to the reading. On the far foot of the layer, at 467 nm, the reading is $2.76\times10^{16}$ against a true $2.59\times10^{16}\ \mathrm{cm^{-3}}$, too high as (25) requires.

The uniform-doping expression, with the thermal shift of (17) included, gives $3.44\times10^{16}\ \mathrm{cm^{-3}}$ at the peak. The weighted mean (10) is $3.48\times10^{16}$. Both describe the whole depleted layer and miss the peak density by more than 40% of its value.

## Thin layers and conserved dose

Now make the layer six times thinner, $\sigma=10$ nm, and six times higher, so that its dose is unchanged. Its peak density is $2.6\times10^{17}\ \mathrm{cm^{-3}}$, where the Debye length is about 8 nm. Since $\eta$ is no longer small, (25) does not apply. The largest reading is about $1.5\times10^{17}\ \mathrm{cm^{-3}}$, less than 60% of the true peak.

The integral of the reading fares better. From (14) and (19), between two depths,

$$\int_{W_1}^{W_2}N_{cv}\,dW=M_0(2)-M_0(1)=\int_{e_1}^{e_2}N\,dx. \tag{27}$$

If both ends lie in flat regions far from the layer, then $e$ approaches $W$ there and the integral approaches the true dose, even for a layer thinner than a Debye length. For the thin layer, ends three background Debye lengths from its centre miss about 1.5% of its dose and ends five Debye lengths away about 0.2%. The whole layer must also be depleted before breakdown; since the field at the contact is $Q/\varepsilon$, this excludes layers holding several $10^{12}\ \mathrm{cm^{-2}}$ at this depth. Over a scan from about 175 to 600 nm, background included, the thin layer gives $1.451\times10^{12}\ \mathrm{cm^{-2}}$ against a true $1.452\times10^{12}$. The 60 nm layer gives $1.450\times10^{12}$ against $1.454\times10^{12}$. Its scan starts on the rising foot, where (23) puts $e_1$ beyond $W_1$, so a small deficit is expected. The first-order shift (23) accounts for about half of it; the Debye length there is about half of $\sigma$, so higher orders matter. A narrow measured peak can thus supply a reliable dose and still mislead about height and width.

## Conditions in a real contact

The example is a lightly doped diode, far from the ohmic contacts of transistors, whose doping near the silicide is orders of magnitude higher. The scan begins near 175 nm, because the contact is already depleted to about 170 nm at zero bias, as (17) gives for the background doping. Arsenic piled up within a few nanometres of the silicide would therefore not be resolved, provided its dose is well below $10^{13}\ \mathrm{cm^{-2}}$. Unresolved does not mean harmless: such a pile-up raises the field at the contact and lowers the barrier. In a 3 nm layer, $2\times10^{12}\ \mathrm{cm^{-2}}$ raises the zero-bias leakage estimated below about fourfold, and $5\times10^{12}\ \mathrm{cm^{-2}}$ makes the conductance comparable to $\omega C$. A dose several times larger than that would hold the depletion edge inside the pile-up at zero bias, and this example would no longer describe the contact.

At the deepest point, 600 nm and 8.4 V, the largest field is 0.28 MV/cm. With rough ionization coefficients the ionization integral is below 0.14, where breakdown requires 1. The tunnelling energy $E_{00}$, evaluated at the peak doping with the light electron mass, is 3 meV against a thermal energy of 26 meV. Thermionic emission therefore dominates the ideal leakage near zero bias. At the largest bias the strong field also lets thermally excited electrons tunnel through the top of the barrier, which can add a comparable current. Counting thermionic emission alone, the leakage conductance at 1 MHz is 3% of $\omega C$ at zero bias and 0.07% at the largest bias, so the second figure is a low estimate; a WKB estimate of the tunnelling raises it to between 0.1% and 0.5%, depending on the electron mass assumed. At 400 K, with depths and fields held at their 300 K values, the same estimate gives a conductance of about 17 times $\omega C$ at zero bias and 0.3 times $\omega C$ at the largest bias. Thermal smearing alone would lower the peak reading only to $5.61\times10^{16}\ \mathrm{cm^{-3}}$ at 400 K; leakage is the more serious obstacle there.

Real devices also break the one-dimensional assumption through edge and pad capacitance. Writing $d(C^{-2})/dV=-2C^{-3}dC/dV$ turns (8) into

$$N_{cv}=-\frac{C^3}{q\varepsilon\,dC/dV}. \tag{28}$$

A constant stray capacitance leaves the derivative unchanged but enters the cube: a stray part equal to 1% of $C$ raises the density by 3% and lowers the depth by 1%. Deep traps or interface charge that follow the slow bias but not the signal violate the condition behind (14), which combines the response to the signal with the response to the slow bias, and no correction of the form (25) repairs that. A reading that changes with signal frequency is a warning that the formula's conditions are not met. The numerical output lists further biases along the profile.

## Values computed for the example and the checks

```
Permittivity: 1.03594e-12 F/cm; relative 11.7
Barrier: 0.65 eV; band density of states: 2.8e+19 cm^-3
Thermal voltage at 300 K: 0.02585 V
Background, added peak: 2.0e+16, 4.0e+16 cm^-3
Layer centre, std deviation: 350, 60 nm
Built-in potential (background): 0.4627 V
Debye length, background: 28.91 nm
Debye length, layer peak: 16.69 nm
Sharp-edge model, largest density error: 3.9e-06
Sharp-edge model, largest depth error: 3.0e-06
Depth from dQ/dV, charge centroid: 350.000, 350.000 nm
Uniform 6e16 cm^-3, density read: 6.00000e+16 cm^-3
Uniform case, voltage intercept found: 0.46528 V
Uniform case, V_bi - kT/q: 0.46527 V
Neutral As fraction at 6e16 cm^-3: 3.24 %
Density read with neutral As: 6.00000e+16 cm^-3
Two-point evaluation at the layer peak:
  V = 2.7258 V, C = 29.8762 nF/cm2, C^-2 = 1.120342e+15 cm4/F2
  V = 2.9258 V, C = 29.3281 nF/cm2, C^-2 = 1.162607e+15 cm4/F2
  slope: 2.11325e+14 cm4/(F2 V)
  depth: 349.98 nm = 6613.8 bohr
  density: 5.7021e+16 cm^-3 = 5.7021e+22 m^-3
Small-step density at peak: 5.7038e+16 cm^-3
True doping at peak: 6.0000e+16 cm^-3
Equilibrium electrons at peak: 5.7087e+16 cm^-3
Uniform-doping formula at peak: 3.4442e+16 cm^-3
Depth-weighted mean doping: 3.4837e+16 cm^-3
Found/predicted correction, 60 nm layer: 0.9568
Found/predicted correction, 300 nm layer: 0.9986
Bias (V), C (nF/cm2), depth (nm), density read, true doping (cm^-3):
  0.1  56.449  183.5  2.203e+16  2.085e+16
  1.0  37.818  273.9  3.744e+16  3.791e+16
  2.0  32.228  321.4  5.308e+16  5.572e+16
  3.0  29.132  355.6  5.690e+16  5.983e+16
  4.0  26.732  387.5  5.088e+16  5.289e+16
  6.0  22.167  467.3  2.762e+16  2.591e+16
  8.0  17.895  578.9  2.015e+16  2.003e+16
60 nm layer, dose read, true: 1.4497e+12, 1.4538e+12 cm^-2
10 nm layer, peak read, true: 1.491e+17, 2.600e+17 cm^-3
10 nm layer, dose read, true: 1.4514e+12, 1.4519e+12 cm^-2
Largest bias and depth: 8.387 V, 600.0 nm
Largest field: 0.279 MV/cm
Upper bound on ionization integral (breakdown at 1): 0.131
Image lowering, zero/largest bias: 0.0252, 0.0586 eV
Tunnelling energy E00 (light mass 0.19): 3.05 meV
Degeneracy correction n/(sqrt(8) Nc): 7.58e-04
G/(omega C), 1 MHz, 300 K, zero/largest bias: 3.12e-02, 7.17e-04
G/(omega C), 1 MHz, 400 K, zero/largest bias: 1.75e+01, 2.91e-01
Wafer resistance (0.5 mm, 1000 cm2/Vs): 0.0156 ohm cm2
Relative C error from wafer resistance: 3.7e-05
Peak density read at 400 K: 5.6134e+16 cm^-3
```
